# Nearly Dependent Basis Functions and the Amplification of Hamiltonian Errors

## Problem

Two real, normalized basis functions \(\phi_1,\phi_2\) have the overlap \(s=\langle\phi_1|\phi_2\rangle=0.9999\). The orbital energies \(E\) follow from the generalized eigenvalue problem

\[
Hc=E\,Sc,\qquad S=\begin{pmatrix}1&s\\ s&1\end{pmatrix},
\]

with \(H\) real and symmetric. Canonical orthogonalization divides each normalized eigenvector of \(S\) by the square root of its eigenvalue and uses the results as the columns of a matrix \(X\).

(a) Find the eigenvalues of \(S\), and say what the smaller one measures.

(b) Construct \(X\). How does a symmetric error \(D\) in \(H\) appear in the orthogonalized problem?

(c) Measure a symmetric matrix by its spectral norm \(\|D\|\), the largest absolute value among its eigenvalues. Between which limits does the amplification of \(D\) lie? Give an error that reaches each limit. Take \(S\) as exact.

(d) Would another orthogonalization do better?

(e) An electron moves in a one-dimensional harmonic well with level spacing \(\hbar\omega=1\) eV. The basis consists of two copies of the ground-state Gaussian, centred at \(\pm d/2\), with \(d\) chosen so that \(s=0.9999\). Find both energies and their shifts when \(H_{12}=H_{21}\) is wrong by \(\varepsilon=1\) µeV. Examine also an error in one diagonal element, an error in \(S\), and the removal of the eigenvector with the small overlap eigenvalue.

## Solution

### (a) Overlap eigenvalues

Exchanging the two functions leaves \(S\) unchanged, which suggests the vectors

\[
u_\pm=\frac{1}{\sqrt2}\begin{pmatrix}1\\ \pm1\end{pmatrix}.
\]

Multiplication confirms them:

\[
Su_\pm=\frac{1}{\sqrt2}\begin{pmatrix}1\pm s\\ s\pm1\end{pmatrix}=(1\pm s)\,u_\pm .
\]

The eigenvalues are therefore

\[
\lambda_+=1+s=1.9999,\qquad \lambda_-=1-s=0.0001 .
\]

The smaller one has a direct meaning. The squared norm of the difference function is

\[
\langle\phi_1-\phi_2|\phi_1-\phi_2\rangle=1+1-2s=2\lambda_- ,
\]

so \(\lambda_-\) is half the squared norm of what distinguishes the two functions.

### (b) The transformed error

The canonical matrix is

\[
X=\left(\frac{u_+}{\sqrt{\lambda_+}},\ \frac{u_-}{\sqrt{\lambda_-}}\right)
=\begin{pmatrix}0.50001&70.71\\0.50001&-70.71\end{pmatrix}.
\]

Because \(u_i^TSu_j=\lambda_j\delta_{ij}\), the element \((i,j)\) of \(X^TSX\) is \(\lambda_j\delta_{ij}/\sqrt{\lambda_i\lambda_j}=\delta_{ij}\). Hence \(X^TSX=1\).

Now put \(c=Xc'\) into \(Hc=ESc\) and multiply from the left by \(X^T\):

\[
(X^THX)\,c'=E\,(X^TSX)\,c'=E\,c' .
\]

This is an ordinary eigenvalue problem with \(H'=X^THX\). The transformation is linear in \(H\), so replacing \(H\) by \(H+D\) adds

\[
D'=X^TDX,\qquad D'_{ij}=\frac{u_i^TDu_j}{\sqrt{\lambda_i\lambda_j}} .
\]

The part of the error that lies wholly in the difference direction is divided by \(\lambda_-\), that is, multiplied by ten thousand.

### (c) Limits of the amplification

For a symmetric matrix, \(\|D\|\) is the largest value of \(|v^TDv|\) over unit vectors \(v\). Take a unit vector \(y=(y_+,y_-)^T\). Then

\[
|y^TD'y|=|(Xy)^TD(Xy)|\le\|D\|\,|Xy|^2 .
\]

The columns of \(X\) are orthogonal, with squared lengths \(1/\lambda_\pm\), so

\[
|Xy|^2=\frac{y_+^2}{\lambda_+}+\frac{y_-^2}{\lambda_-}\le\frac{1}{\lambda_-},
\qquad\text{hence}\qquad \|D'\|\le\frac{\|D\|}{\lambda_-}.
\]

For the lower limit, invert the transformation: \(D=(X^{-1})^TD'X^{-1}\). The components of \(X^{-1}v\) are \(\sqrt{\lambda_\pm}\,u_\pm^Tv\). For a unit vector \(v\),

\[
|X^{-1}v|^2=\lambda_+(u_+^Tv)^2+\lambda_-(u_-^Tv)^2\le\lambda_+,
\qquad\text{hence}\qquad \|D\|\le\lambda_+\|D'\| .
\]

Together, for \(D\neq0\),

\[
\frac{1}{1+s}\le\frac{\|D'\|}{\|D\|}\le\frac{1}{1-s}=10^4 .
\]

The upper limit is reached by an error in the off-diagonal element,

\[
D=\varepsilon\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad Du_\pm=\pm\varepsilon u_\pm,\qquad
D'=\begin{pmatrix}\dfrac{\varepsilon}{1+s}&0\\[2mm]0&-\dfrac{\varepsilon}{1-s}\end{pmatrix}.
\]

Here \(\|D\|=|\varepsilon|\) and \(\|D'\|=10^4|\varepsilon|\), which is the amplification by ten thousand.

The lower limit is reached by \(D=\varepsilon S\). Its norm is \(|\varepsilon|(1+s)\), while \(D'=\varepsilon X^TSX\) is \(\varepsilon\) times the unit matrix. Such an error shifts the zero of energy and is not amplified.

An error in one diagonal element lies between the limits. With \(D_{11}=\varepsilon\) and all other elements zero, \(D'=\varepsilon ww^T\), where \(w\) is the first row of \(X\) written as a column. Its norm is

\[
|\varepsilon|\,|w|^2=\frac{|\varepsilon|}{2}\left(\frac{1}{1+s}+\frac{1}{1-s}\right)=\frac{|\varepsilon|}{1-s^2}\approx5000\,|\varepsilon| .
\]

The factor depends on how errors are measured. If each matrix element may be wrong by up to \(\varepsilon>0\), the choice \(D_{11}=D_{22}=\varepsilon\), \(D_{12}=-\varepsilon\) gives \(u_-^TDu_-=2\varepsilon\). Relative to the largest element, the amplification is then \(2\times10^4\); relative to the norm \(\|D\|=2\varepsilon\), it is still \(10^4\).

For \(s=0\) both limits equal 1, as they must for an orthonormal basis. As \(s\to1\) the upper limit diverges.

### (d) Other orthogonalizations

Let \(W\) be any real square matrix with \(W^TSW=1\), and define \(Q=X^{-1}W\). From \(X^TSX=1\) follows \(S=(X^{-1})^TX^{-1}\), so

\[
Q^TQ=W^T(X^{-1})^TX^{-1}W=W^TSW=1 .
\]

Thus \(W=XQ\) with \(Q\) orthogonal, and \(W^TDW=Q^TD'Q\) has the same eigenvalues as \(D'\). Symmetric and Cholesky orthogonalization amplify each error by the same factor. The cause is the nearly dependent basis; canonical orthogonalization makes it visible by isolating the small eigenvalue.

### (e) Two Gaussians in a harmonic well

**Matrix elements.** With the free-electron mass \(m\), the length \(\ell=\sqrt{\hbar^2/(m\,\hbar\omega)}\) is 0.276 nm. The Hamiltonian and a Gaussian centred at \(a\) are

\[
\hat H=\frac{\hbar\omega}{2}\left(-\ell^2\frac{d^2}{dx^2}+\frac{x^2}{\ell^2}\right),\qquad
\phi_a=\frac{e^{-(x-a)^2/2\ell^2}}{(\pi\ell^2)^{1/4}} .
\]

Since \(\ell^2\phi_a''=[(x-a)^2/\ell^2-1]\phi_a\),

\[
\hat H\phi_a=\frac{\hbar\omega}{2}\left[1+\frac{x^2-(x-a)^2}{\ell^2}\right]\phi_a
=\frac{\hbar\omega}{2}\left[1+\frac{2ax-a^2}{\ell^2}\right]\phi_a .
\]

To integrate against \(\phi_b\), complete the square:

\[
(x-a)^2+(x-b)^2=2\left(x-\frac{a+b}{2}\right)^2+\frac{(a-b)^2}{2}.
\]

The product \(\phi_b\phi_a\) is therefore a Gaussian centred at \((a+b)/2\), with total weight \(S_{ba}=e^{-(a-b)^2/4\ell^2}\). Replacing \(x\) by its mean \((a+b)/2\) gives

\[
\langle\phi_b|\hat H|\phi_a\rangle=\frac{\hbar\omega}{2}S_{ba}\left[1+\frac{a(a+b)-a^2}{\ell^2}\right]
=\frac{\hbar\omega}{2}S_{ba}\left(1+\frac{ab}{\ell^2}\right).
\]

For centres \(\pm d/2\) the overlap is \(s=e^{-q}\) with \(q=d^2/4\ell^2\). Thus \(q=-\ln s=1.00005\times10^{-4}\) and \(d=2\ell\sqrt q=0.00552\) nm. The elements are

\[
H_{11}=H_{22}=\frac{\hbar\omega}{2}(1+q)=0.5000500025\ \text{eV},
\]
\[
H_{12}=\frac{\hbar\omega}{2}s(1-q)=0.4999000025\ \text{eV}.
\]

The many digits are needed because the two numbers will be subtracted.

**Energies.** Equal diagonal elements make \(u_\pm\) eigenvectors of \(H\) as well, so

\[
E_+=\frac{H_{11}+H_{12}}{1+s}=0.5000\ \text{eV},\qquad
E_-=\frac{H_{11}-H_{12}}{1-s}=\frac{1.5000\times10^{-4}\ \text{eV}}{10^{-4}}=1.5000\ \text{eV}.
\]

These agree with the two lowest levels of the well, \(\hbar\omega/2\) and \(3\hbar\omega/2\), to within \(3\times10^{-9}\) eV. The sum of two close Gaussians is nearly the ground state. Their difference is nearly proportional to the derivative of a Gaussian, \(x\,e^{-x^2/2\ell^2}\), which is the first excited state. The direction that looks redundant in \(S\) carries a physical state.

**Off-diagonal error.** With \(H_{12}\to H_{12}+\varepsilon\) and \(S\) held fixed,

\[
\Delta E_+=\frac{\varepsilon}{1+s}=0.50\ \text{µeV},\qquad
\Delta E_-=-\frac{\varepsilon}{1-s}=-10\ \text{meV}.
\]

The difference \(H_{11}-H_{12}\) is only 150 µeV, so an error of 1 µeV is 0.67% of it. Measured from the bottom of the well, the upper energy is also wrong by 0.67%. With this zero of energy, the relative error grows in the subtraction, where two numbers near 0.5 eV cancel almost completely, and division by \(1-s\) preserves it. Another zero of energy changes the percentages, but not the shift of \(-10\) meV.

**Error in one diagonal element.** With \(H_{11}\to H_{11}+\varepsilon\), the upper level moves by about \(\varepsilon/[2(1-s)]=5\) meV. The error also couples the two states through

\[
D'_{+-}=\frac{\varepsilon}{2\sqrt{1-s^2}}=35\ \text{µeV}.
\]

Across the 1 eV gap this lowers the ground level by about \((35\ \text{µeV})^2/(1\ \text{eV})\approx0.001\) µeV, little beside its direct shift \(\varepsilon/[2(1+s)]=0.25\) µeV. The ground energy is well protected here. For a small gap \(g\) the sign of the error matters, because the squared coupling is then divided by about \(g+5\) meV for \(\varepsilon=+1\) µeV and by about \(g-5\) meV for \(\varepsilon=-1\) µeV: at \(g=6\) meV the ground level moves by \(+0.14\) µeV and \(-1.5\) µeV. With a gap below 5 meV, \(\varepsilon=-1\) µeV would push the upper level down past the lower one and spoil the lowest energy, while \(\varepsilon=+1\) µeV would push the upper level away.

**Error in the overlap.** Keep \(H\) fixed and replace \(s\) by \(s+\eta\), with \(\eta=10^{-6}\):

\[
E_-\to\frac{H_{11}-H_{12}}{1-s-\eta}=\frac{E_-}{1-\eta/(1-s)}=\frac{1.5\ \text{eV}}{0.99},
\]

a rise of 15.2 meV. This shift equals \(E_-\eta/(1-s-\eta)\), so unlike the shift from an error in \(H\) it depends on the zero of energy used in \(H\). It vanishes if \(E_-=0\), and it is \(-85.9\) meV if the zero is placed so that \(E_-=-8.5\) eV. Overlap integrals thus need similar care. If \(\eta\) reaches \(1-s\), the computed \(S\) is no longer positive definite and the method fails.

**Removing \(u_-\).** Keeping only the first column of \(X\) leaves \(E_+=0.5000\) eV, and the off-diagonal error shifts it by 0.50 µeV. For any error \(D\), the one remaining element \(u_+^TDu_+/(1+s)\) is at most \(\|D\|/(1+s)\) in size. The large amplification is gone, but so is the 1.5 eV state. The ground energy is unchanged because \(H_{11}=H_{22}\) decouples \(u_+\) from \(u_-\) and because \(u_+\) is here the lower state; if \(E_-\) were the lower energy, removal would discard the ground state itself. In general

\[
H'_{+-}=\frac{H_{11}-H_{22}}{2\sqrt{1-s^2}},
\]

and if this is nonzero, discarding \(u_-\) raises the lowest energy. Whether removal is acceptable depends on the states required and on the size of this rise.

**Relation to materials calculations.** The well has an atomic length scale, but its centres are far closer than neighbouring atoms, which are about 0.15 nm apart in diamond and 0.26 nm in copper. In a calculation for a solid, near-dependence can instead come from similar functions on one atom, or from many functions jointly. Three functions with pair overlaps \(-0.49995\) have the overlap eigenvalue \(1+2(-0.49995)=0.0001\) for the vector \((1,1,1)\), although no pair is nearly identical. The argument of part (c) then gives the same maximum factor, \(1/\lambda_{\min}=10^4\). This is a worst case, approached by errors such as rounding that strike matrix elements independently. An error that comes from a wrong potential with exact integrals, \(D_{ij}=\langle\phi_i|\delta V|\phi_j\rangle\), obeys \(|c^TDc|\le\max|\delta V|\;c^TSc\), so \(\|D'\|\le\max|\delta V|\) however small \(\lambda_{\min}\) is. These factors hold for a fixed \(H\). In a self-consistent calculation the changed orbitals alter \(H\) in turn, and this model does not determine the size of that response.

The numerical output below lists the values for the two-Gaussian cases of part (e).

## Computed results

```
Overlap s: 0.9999
Level spacing of the well: 1.0 eV
Oscillator length ell: 0.2760 nm
Distance between centres d: 0.005521 nm
q = -ln s: 1.00005000e-04
Overlap by quadrature: 0.9999000000
Smallest overlap eigenvalue: 0.00010000
Largest overlap eigenvalue: 1.99990000
Half squared norm of phi1-phi2: 0.00010000
X entry, sum column: 0.50001
X entry size, difference column: 70.7107
Largest gain in angle scan: 10000.000
Angle of largest gain: 135.00 degrees
Smallest gain in angle scan: 0.500025
Angle of smallest gain: 45.00 degrees
Gain, off-diagonal error: 10000.000
Gain, one diagonal element: 5000.250
Gain, error proportional to S: 0.500025
Gain, off-diagonal, symmetric orth.: 10000.000
Gain, off-diagonal, Cholesky orth.: 10000.000
H11: 0.5000500025 eV
H12: 0.4999000025 eV
H11-H12: 1.500000e-04 eV
Lower energy: 0.5000000 eV
Upper energy: 1.5000000 eV
Basis error, lower level: 2.5e-09 eV
Basis error, upper level: 8.3e-10 eV
Hamiltonian error eps: 1.0 micro-eV
Off-diagonal eps, lower shift: 0.500 micro-eV
Off-diagonal eps, upper shift: -10.0000 meV
Relative error of H11-H12: 0.6667 percent
Relative error of upper energy: 0.6667 percent
One-element eps, lower shift: 0.249 micro-eV
One-element eps, upper shift: 5.0000 meV
One-element eps, coupling: 35.36 micro-eV
eps*S error, lower shift: 1.000 micro-eV
eps*S error, upper shift: 1.000 micro-eV
Overlap error eta: 1.0e-06
Overlap error, lower shift: -0.250 micro-eV
Overlap error, upper shift: 15.152 meV
Overlap error, first order: 15.000 meV
Single precision, largest H error: 1.07e-08 eV
Single precision, upper shift: -0.0491 meV
Single precision, shift bound: 0.2142 meV
Energy after discarding u-minus: 0.5000000 eV
Its shift for off-diagonal eps: 0.500 micro-eV
```
